\section*{Proton-transfer barrier between two facing Morse potentials}

\section*{Setting}

A proton sits between two like sites, a donor and an acceptor, held a distance $R$ apart. Its distances from them are $r_1$ and $r_2$. Each site binds it with a Morse potential
\begin{equation}
M(r)=D\left[1-e^{-a(r-r_0)}\right]^2 ,
\end{equation}
where $D$ is the well depth and $r_0$ the bond length. The parameter $a$ is an inverse length, so the range of the bond is $1/a$. The energy of the proton is taken as the sum
\begin{equation}
V=M(r_1)+M(r_2).
\end{equation}
Its zero is the fictitious state in which both bonds have length $r_0$. The proton is classical until part (f), and $R>2r_0$ throughout.

\section*{(a) When are there two wells?}

Put the proton on the line between the sites, a distance $x$ from the midpoint. Find the stationary points of $V$, and the site distance at which two wells merge into one.

\subsection*{Solution}

On the line $r_1=R/2+x$ and $r_2=R/2-x$. With
\begin{equation}
q=e^{-a(R/2-r_0)}
\end{equation}
the two exponentials are $qe^{-ax}$ and $qe^{ax}$. Expanding the squares gives
\begin{equation}
\frac{V}{D}=2-2q\left(e^{ax}+e^{-ax}\right)+q^2\left(e^{2ax}+e^{-2ax}\right).
\end{equation}
Let $c=\cosh ax$. Then $e^{ax}+e^{-ax}=2c$, and squaring this gives $e^{2ax}+e^{-2ax}=4c^2-2$. Hence
\begin{align}
\frac{V}{D}&=2-4qc+4q^2c^2-2q^2\nonumber\\
&=1-2q^2+(2q\cosh ax-1)^2 .
\label{square}
\end{align}
All dependence on $x$ is now in one square. Its derivative is
\begin{equation}
\frac{dV}{dx}=4Daq\,\sinh(ax)\,(2q\cosh ax-1).
\label{slope}
\end{equation}
One stationary point is $x=0$. Others require
\begin{equation}
\cosh ax=\frac{1}{2q},
\label{well}
\end{equation}
which has a pair of nonzero solutions $\pm x_w$ if and only if $q<1/2$. Taking logarithms, $a(R/2-r_0)>\ln2$, or
\begin{equation}
R>R_c,\qquad R_c=2r_0+\frac{2\ln 2}{a}.
\end{equation}
For $q\ge1/2$ the last factor in (\ref{slope}) is positive at every $x\ne0$. The energy then rises on both sides of the midpoint, which is the single well.

The length $\ln2/a$ has a direct meaning. Write $n=e^{-a(r-r_0)}$, so that $dn/dr=-an$ and
\begin{equation}
M'=2Da\,n(1-n),\qquad M''=2Da^2\,n(2n-1).
\label{derivs}
\end{equation}
The Morse curve has its inflection at $n=1/2$, that is at $r=r_0+\ln2/a$. Since $V''(0)=2M''(R/2)$, the midpoint becomes unstable when both bonds are stretched past their inflection points.

\section*{(b) How high is the barrier?}

Find the energy needed to take the proton from one well to the other at fixed $R$, and the bond lengths in the wells.

\subsection*{Solution}

In the wells the square in (\ref{square}) vanishes, so $V_w=D(1-2q^2)$. At the midpoint $V(0)=D[1-2q^2+(1-2q)^2]$. For $R>R_c$ the difference is
\begin{equation}
B=D(1-2q)^2 .
\end{equation}
From the definition of $R_c$, $a(R/2-r_0)=\ln2+a(R-R_c)/2$, so $2q=e^{-a(R-R_c)/2}$ and
\begin{equation}
B(R)=D\left[1-e^{-a(R-R_c)/2}\right]^2 .
\label{barrier}
\end{equation}
For $2r_0<R\le R_c$ there is one well and $B=0$. As $R\to\infty$, $B\to D$: the proton must break one bond completely before it can form the other.

For the bond lengths, let $n_1,n_2$ be the values of $n$ for the two bonds. Their sum is $2q\cosh ax$ and their product is $q^2$. Condition (\ref{well}) therefore reads
\begin{equation}
n_1+n_2=1,\qquad n_1n_2=q^2,
\end{equation}
with solutions $n=\tfrac12(1\pm\sqrt{1-4q^2})$ and $r=r_0-\ln(n)/a$. If $n$ is read as a bond order, the total bond order in each well is one. At $R_c$ the proton is shared half and half. Both values of $n$ are below one, so both bonds are longer than $r_0$.

\section*{(c) What happens near the merging point?}

Find the curvatures at the top and in the wells, and the leading behaviour of the barrier and the well positions as $R\to R_c$ from above.

\subsection*{Solution}

Differentiating (\ref{slope}) gives
\begin{equation}
V''=4Da^2q\left[\cosh(ax)(2q\cosh ax-1)+2q\sinh^2ax\right].
\end{equation}
At $x=0$ the second term vanishes. In the wells the first term vanishes and $\sinh^2ax_w=1/(4q^2)-1$. Thus
\begin{equation}
V''(0)=-4Da^2q(1-2q),\qquad V''(x_w)=2Da^2(1-4q^2).
\label{curv}
\end{equation}

Now let $\epsilon=a(R-R_c)/2$ be small. Expanding (\ref{barrier}),
\begin{equation}
B=D\left(\epsilon-\tfrac12\epsilon^2+\dots\right)^2\approx\frac{Da^2}{4}(R-R_c)^2 .
\label{quad}
\end{equation}
Condition (\ref{well}) is $\cosh ax_w=e^{\epsilon}$. To leading order $a^2x_w^2/2=\epsilon$, so
\begin{equation}
x_w\approx\sqrt{\frac{R-R_c}{a}} .
\end{equation}
The barrier vanishes quadratically, while the wells approach each other as a square root. At $R_c$ itself $2q=1$, both curvatures vanish, and
\begin{equation}
V-V(0)=D(\cosh ax-1)^2\approx\tfrac14Da^4x^4 .
\end{equation}

\section*{(d) Can the proton go round the barrier?}

Allow the proton to leave the line by a distance $\rho$. Does this lower the barrier?

\subsection*{Solution}

Every path between the wells crosses the midplane, where $r_1=r_2=\sqrt{R^2/4+\rho^2}\ge R/2>r_0$. Beyond $r_0$ the function $M$ increases with distance, so the lowest point of the midplane is $\rho=0$. No path can have a maximum below $V(0)$, and the straight path attains it. The barrier is the same in three dimensions.

The wells must also be stable against bending. A small sideways step lengthens each bond by $\rho^2/(2r_i)$, so the energy changes by $\frac12k_b\rho^2$ with $k_b=M'(r_1)/r_1+M'(r_2)/r_2$. In a well $1-n_1=n_2$, so (\ref{derivs}) gives $M'=2Daq^2$ for both bonds. At the midpoint $n=q$ for both. Hence
\begin{equation}
k_b^{\rm well}=2Daq^2\left(\frac1{r_1}+\frac1{r_2}\right),\qquad
k_b^{\rm top}=\frac{8Daq(1-q)}{R}.
\end{equation}
Both are positive. For $R<2r_0$ the bonds at the midpoint would be compressed, $M'(R/2)$ would be negative, and the proton would buckle off the line. This is why $R>2r_0$ was required.

\section*{(e) How much depends on adding the two potentials?}

Replace the sum by the lower of the two curves $M(r_1)$ and $M(r_2)$. Where does the barrier vanish now? Does an added energy $U(R)$ of the sites alter $B(R)$?

\subsection*{Solution}

The wells are now at $r_1=r_0$ and $r_2=r_0$, with energy zero. The curves cross at $x=0$, where each has the energy
\begin{equation}
B_{\rm cross}=D(1-q)^2 .
\end{equation}
This vanishes at $q=1$, that is at $R=2r_0$ and not at $R_c$. The result of part (a) thus belongs to the additive model, in which the proton feels both bonds at once.

An energy $U(R)$ shifts the top and the wells equally at fixed $R$, so $B(R)$ is unchanged. Some repulsion of this kind is needed to hold the sites apart. For $R>R_c$ the well energy $D(1-2q^2)$ rises with $R$, because $q$ falls. For $2r_0<R\le R_c$ the well energy is $2D(1-q)^2$, which also rises with $R$. The Morse sum alone would pull the sites together.

\section*{(f) Numbers for a proton between oxygen sites}

In a chemically amplified resist, acid protons move among oxygen sites during the post-exposure bake. Take the rough values $D=4.8$ eV, $a=22$ nm$^{-1}$, $r_0=0.096$ nm, $R=0.280$ nm and $T=383$ K. Evaluate the classical barrier, then judge whether a classical proton is adequate.

\subsection*{Solution}

The merging distance is
\begin{equation}
R_c=0.192+\frac{2(0.6931)}{22}=0.255\ \text{nm}=2.55\ \text{\AA}.
\end{equation}
At $R=0.280$ nm, $q=e^{-22(0.044)}=0.380$, and
\begin{equation}
B=4.8\,(1-0.7597)^2=0.277\ \text{eV}=26.7\ \text{kJ/mol}.
\end{equation}
Direct minimization of the defining sum gives the same barrier. The leading law (\ref{quad}) gives 0.363 eV, which is 31\% above the full result; here $\epsilon=0.275$ is not very small. The bonds in a well are 0.105 and 0.175 nm long, with $n=0.825$ and $0.175$. The crossing-curve model of part (e) would give 1.85 eV at the same $R$.

The barrier is sensitive to distance. From (\ref{barrier}), $dB/dR=2Daq(1-2q)=19$ eV/nm, so a change of 0.001 nm in $R$ shifts it by about 0.02 eV. With $kT=0.0330$ eV the classical factor is $e^{-B/kT}=2.3\times10^{-4}$.

For a proton of mass $m$ the vibration quantum is $\hbar\sqrt{V''/m}$. The well curvature from (\ref{curv}), 1965 eV/nm$^2$, gives 0.286 eV, as large as the barrier. Solving the one-dimensional Schr\"odinger equation at fixed $R$ puts the lowest two levels 0.128 and 0.135 eV above the well bottom. The next two, at 0.306 and 0.392 eV, are already above the top. Bound motion below the barrier therefore consists of one tunnelling pair, split by $\Delta=0.0065$ eV.

A proton prepared in one well as an equal superposition of this pair reaches the other when their relative phase $\Delta t/\hbar$ equals $\pi$. For motion on the line this takes $t=h/(2\Delta)=320$ fs, provided the wells stay equal and the motion coherent. The ground level meets the barrier top at $R=0.266$ nm, about 0.011 nm before the classical barrier is gone.

Tunnelling also matters in the thermal rate. Near its top the barrier is an inverted parabola with frequency $\omega_b=\sqrt{|V''(0)|/m}$. Its transmission far below the top falls as $e^{-2\pi(B-E)/\hbar\omega_b}$, while the thermal weight grows as $e^{(B-E)/kT}$. Passage near the top dominates only if $kT>\hbar\omega_b/2\pi$, which here means $T>347$ K. The bake is only 10\% above this limit, so the classical factor is not a reliable estimate of the rate.

Bending acts the other way. Its harmonic quantum rises from 0.139 eV in the well to 0.172 eV at the top. In this harmonic estimate two bends, each with half a quantum, raise the barrier by about 0.03 eV. They also reduce the tunnel splitting, so the transfer time found on the line is too short.

\section*{(g) What if the sites can move?}

Let the energy along the floor of the reactant valley be $\frac12K(R-R_0)^2$, with $R_0=0.280$ nm and $K=125$ eV/nm$^2$, a round value for a hydrogen bond between neutral molecules. An excess proton draws free oxygen sites closer together, so this valley assumes that the surroundings hold them apart. Find the barrier when $R$ may adjust during the transfer.

\subsection*{Solution}

The valley energy already contains $U(R)$ and the well energy of the proton. At $x=0$ the total energy is therefore $\frac12K(R-R_0)^2+B(R)$. Every transfer path crosses $x=0$, so none can stay below
\begin{equation}
B_{\rm rel}=\min_R\left[\tfrac12K(R-R_0)^2+B(R)\right].
\end{equation}
A path that attains this value first compresses the sites along the valley floor to the best distance $R^*$, then moves the proton at fixed $R^*$, and then lets the sites relax. Setting $R=R_c$ gives the upper bound $\frac12K(R_0-R_c)^2=0.039$ eV.

Near $R_c$, (\ref{quad}) is a spring energy $\frac12\kappa(R-R_c)^2$ with $\kappa=Da^2/2=1162$ eV/nm$^2$. At the minimum the forces balance, $K(R_0-R^*)=\kappa(R^*-R_c)$, and the springs act in series:
\begin{equation}
B_{\rm rel}\approx\frac12\,\frac{K\kappa}{K+\kappa}(R_0-R_c)^2
=\frac12(112.9)(0.02499)^2=0.035\ \text{eV}.
\end{equation}
Minimization with the full $B(R)$ also gives 0.035 eV, at $R^*=0.2575$ nm. As $K\ll\kappa$, nearly all of this energy goes into bringing the sites together, and the proton then meets almost no barrier. Holding $R$ fixed overstates the classical barrier by a factor of about eight.

Thermal motion leads to the same view. If $R$ has the classical Gaussian distribution of this valley, its spread is $\sqrt{kT/K}=0.016$ nm. Then $R_c$ lies 1.54 standard deviations below the mean, and the sites are closer than $R_c$ for 6\% of the time. The vibrations of the proton, left out here, act in opposite directions. The bends are stiffer at short $R$ and lower this share, while the stretch is softer there and on its own would raise it to about 9\%. With the quantum levels of both included the share is about 4\%, so 6\% is a mild overestimate within this model.

\section*{(h) Unequal sites and the real case}

Make the second site shallower by $\delta=0.2$ eV, at fixed $R=0.280$ nm. Estimate the two barriers to first order in $\delta$, and set the model beside real systems.

\subsection*{Solution}

The added energy is $-\delta(1-n_2)^2$. At a stationary point the shift in position affects the energy only at second order, so the old values of $n_2$ suffice. The energies fall by
\begin{align}
\text{proton at site 1:}&\quad 0.2\,(0.825)^2=0.136\ \text{eV},\nonumber\\
\text{midpoint:}&\quad 0.2\,(0.620)^2=0.077\ \text{eV},\\
\text{proton at site 2:}&\quad 0.2\,(0.175)^2=0.006\ \text{eV}.\nonumber
\end{align}
The barrier from the deeper site 1 becomes $0.277-0.077+0.136=0.336$ eV, and that from site 2 becomes $0.277-0.077+0.006=0.206$ eV. The full potential gives 0.34 and 0.21 eV, the same to two figures. The wells differ by 0.13 eV and not by 0.2 eV, because each well contains part of both bonds. The shallower well now disappears at $R=0.262$ nm, above the $R_c$ of equal sites.

This offset also suppresses the coherent tunnelling of part (f). For two levels with coupling $\Delta/2$ and offset $0.13$ eV, the largest transferred probability is $\Delta^2/(\Delta^2+0.13^2)\approx0.0025$.

The additive form can be compared with a computed molecule, the cation H$_5$O$_2^+$, in which a proton lies between two water units. With these units rigid (O--H 0.097 nm, angle $108^\circ$), their bisectors on the O--O line and their planes at right angles, MP2/6-31G** gives a barrier of 0.388 eV at $R=0.280$ nm, where the model gives 0.277 eV. The shorter bond is 0.103 nm, against 0.105 nm in the model. At $R=0.255$ nm, where the model barrier is zero, the calculation still finds 0.035 eV, so its wells have not yet merged. This reference omits higher correlation, relaxation and tilting of the water units, and any surroundings, and its basis is small: with cc-pVTZ the barrier at $R=0.280$ nm rises by about 0.01 eV, to 0.397 eV, so its third digit is not converged. At $R=0.280$ nm the model barrier is 29\% below the computed one, but this closeness rests on the choice of $D$. The value 4.8 eV is typical of breaking an O--H bond into neutral fragments, whereas removing a proton from H$_3$O$^+$ costs more than 7 eV. With $D=7.2$ eV and the same bond stiffness $2Da^2$, (\ref{barrier}) gives only 0.06 eV. The parameters are therefore effective ones, and the comparison confirms neither the size of the barrier nor the value of $R_c$. At the MP2/6-31G** level with rigid water units the wells merge at a shorter distance than those of the model; this rests on a barrier of only 0.035 eV, whose dependence on basis and correlation is not established here.

The distance 0.28 nm is roughly that of a hydrogen bond between neutral molecules. In H$_5$O$_2^+$ the water units, if free to move, would come closer than 0.255 nm, where the model has no barrier at all. Besides the uncertain $D$, two assumptions fail in a resist: fixed $R$ and equal sites. For the example's numbers, dropping the first lowers the classical barrier from 0.277 to 0.035 eV. Dropping the second at fixed $R$ raises it by about 0.06 eV from the deeper site and lowers it by about 0.07 eV from the shallower one. Acid diffusion over many sites also requires suitable neighbours, reorientation of groups and, for a bound ion pair, motion of the anion. None of these is in the model, so $B(R)$ is the barrier of one hop at a given distance and should not be read as the activation energy of acid diffusion. The remaining digits and intermediate values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Well depth D = 4.80 eV
Inverse range a = 22.0 1/nm
Bond length r0 = 0.0960 nm
Site distance R = 0.2800 nm
Bake temperature = 383 K
Thermal energy kT = 0.0330 eV
Critical distance Rc, formula = 0.25501 nm
Critical distance, from counting = 0.25501 nm
Critical distance, converted = 2.5501 angstrom
q at R = 0.37984
Barrier, formula = 0.27721 eV
Barrier, direct minimization = 0.27721 eV
Barrier, converted = 26.75 kJ/mol
Near-threshold quadratic estimate = 0.36261 eV
Well displacement from midpoint = 0.03526 nm
Short and long bonds = 0.10474, 0.17526 nm
Bond orders y1, y2 = 0.8251, 0.1749
Curvature at barrier top = -848.3 eV/nm^2
Curvature in well = 1964.9 eV/nm^2
Boltzmann factor exp(-B/kT) = 2.251e-04
Crossing-curves model, barrier = 1.8461 eV
Crossing-curves model, vanishing distance = 0.1920 nm
Free-bond vibration quantum = 0.4391 eV
Well vibration quantum, harmonic = 0.2856 eV
Proton levels 0 and 1 above well = 0.12835, 0.13480 eV
Proton levels 2 and 3 above well = 0.30563, 0.39178 eV
Tunnel splitting = 0.00646 eV
Coherent transfer time h/(2*splitting) = 320.2 fs
Distance where ground level meets top = 0.26570 nm
Tunnelling crossover temperature = 347 K
Bending quanta, well and top = 0.1389, 0.1717 eV
Barrier shift from two bends = 0.0329 eV
Heavy-site stiffness K = 125 eV/nm^2
Relaxed barrier = 0.03513 eV
Site distance at relaxed barrier = 0.25753 nm
Upper bound K*(R-Rc)^2/2 = 0.03902 eV
Thermal rms spread of distance = 0.01625 nm
Thermal share of distances below Rc = 6.21 percent
Site-depth difference = 0.20 eV
Biased barrier from deeper site = 0.3395 eV
Biased barrier from shallower site = 0.2094 eV
Biased merging distance = 0.26177 nm
H5O2+ water O-H length = 0.0970 nm
H5O2+ water H-O-H angle = 108 degrees
H5O2+ MP2/6-31G** barrier at R = 0.388 eV
H5O2+ MP2/6-31G** short bond at R = 0.103 nm
H5O2+ MP2/6-31G** barrier at Rc = 0.035 eV
H5O2+ MP2/6-31G** short bond at Rc = 0.110 nm
\end{verbatim}
